# Fourier components of a superposition of spherical atomic functions

## The form fixed by symmetry and dimension

Let a function $V(\mathbf r)$ with the periodicity of a crystal be built by adding one spherical function for every atom. It may be a potential or an electron density. Three properties suggest the form of its Fourier component $V(\mathbf G)$.

- **Translation.** Moving a function by $\boldsymbol\tau$ multiplies its component at $\mathbf G$ by $e^{-i\mathbf G\cdot\boldsymbol\tau}$. An atom's position can therefore enter only through this phase.
- **Rotation.** A spherical function is unchanged when it is rotated about its centre. Its transform over all space, for an atom at the origin, is then the same for all directions of $\mathbf G$, so it depends on the length $|\mathbf G|$ alone. The cell and the lattice are not unchanged by rotation, so it remains to show that the cell integral reduces to this transform; Lemma 1 does that.
- **Dimension.** $V(\mathbf G)$ is a cell average, so it has the unit of $V$. The integral of an atomic function over space has that unit times a volume. A division by a volume is needed, and the averaging supplies the cell volume $\Omega$.

Since $V$ is a sum over atoms, the expected result is $1/\Omega$ times a sum over species, each term being a sum of phases times a function of $|\mathbf G|$. The theorem makes this precise and states when it holds.

## Assumptions and theorem

The crystal has primitive vectors $\mathbf a_1,\mathbf a_2,\mathbf a_3$, lattice vectors $\mathbf R=n_1\mathbf a_1+n_2\mathbf a_2+n_3\mathbf a_3$ with integer $n_i$, and a unit cell $C$ of volume $\Omega$. The reciprocal vectors are $\mathbf G=m_1\mathbf b_1+m_2\mathbf b_2+m_3\mathbf b_3$ with integer $m_i$ and $\mathbf b_i\cdot\mathbf a_j=2\pi\delta_{ij}$. Hence $\mathbf G\cdot\mathbf R$ is $2\pi$ times an integer, and

$$e^{-i\mathbf G\cdot\mathbf R}=1. \tag{1}$$

Atom $j$ of species $s$ sits at $\boldsymbol\tau_{sj}$ in the cell. All atoms of species $s$ carry the same real spherical function $v_s(r)$, and

$$V(\mathbf r)=\sum_{\mathbf R}\sum_s\sum_j v_s(|\mathbf r-\mathbf R-\boldsymbol\tau_{sj}|). \tag{2}$$

Adding a lattice vector to $\mathbf r$ only relabels the sum over $\mathbf R$, so $V$ is periodic. The convention for its Fourier series is

$$V(\mathbf r)=\sum_{\mathbf G}V(\mathbf G)e^{i\mathbf G\cdot\mathbf r},\qquad V(\mathbf G)=\frac1\Omega\int_C V(\mathbf r)e^{-i\mathbf G\cdot\mathbf r}\,d^3r. \tag{3}$$

The second part of (3) follows from the first, whenever the series may be integrated term by term, because plane waves are orthogonal over the cell. With $\mathbf r=\sum_i x_i\mathbf a_i$ and $d^3r=\Omega\,dx_1dx_2dx_3$, the cell average of $e^{i(\mathbf G'-\mathbf G)\cdot\mathbf r}$ is a product of three integrals $\int_0^1e^{2\pi i m_ix_i}dx_i$, where the $m_i$ are the integer coordinates of $\mathbf G'-\mathbf G$. Each integral is 1 for $m_i=0$ and 0 otherwise. The average therefore selects $\mathbf G'=\mathbf G$. The theorem below concerns the coefficients $V(\mathbf G)$, defined by the cell integral. Whether the series converges to $V(\mathbf r)$ at a given point is a separate question. It does so when $V$ is continuous and $\sum_{\mathbf G}|V(\mathbf G)|$ is finite, as in the worked example, but it can fail when the atomic function has a jump or a singularity.

**Theorem.** Suppose that for every species

$$\int_0^\infty r^2|v_s(r)|\,dr<\infty. \tag{4}$$

Then for every reciprocal vector $\mathbf G$

$$\boxed{V(\mathbf G)=\frac1\Omega\sum_s S_s(\mathbf G)\,v_s(|\mathbf G|)} \tag{5}$$

with the structure factor and the form factor

$$S_s(\mathbf G)=\sum_j e^{-i\mathbf G\cdot\boldsymbol\tau_{sj}},\qquad v_s(q)=4\pi\int_0^\infty r^2v_s(r)\frac{\sin qr}{qr}\,dr. \tag{6}$$

At $q=0$ the quotient $\sin(qr)/(qr)$ is given its limit, 1. The argument tells $v_s(r)$ from its transform $v_s(q)$. In this convention the form factor does not contain $1/\Omega$.

## Two lemmas

**Lemma 1 (from the cell to all space).** Let $f(\mathbf u)$ be absolutely integrable over all space and let $\boldsymbol\tau$ be a fixed vector. Then

$$\sum_{\mathbf R}\int_C f(\mathbf r-\mathbf R-\boldsymbol\tau)\,d^3r=\int_{\text{all space}}f(\mathbf u)\,d^3u. \tag{7}$$

*Proof.* In the term $\mathbf R$, substitute $\mathbf u=\mathbf r-\mathbf R-\boldsymbol\tau$. This is a shift, so $d^3u=d^3r$, and $\mathbf u$ runs over the cell $C$ displaced by $-\mathbf R-\boldsymbol\tau$. The cells displaced by all $-\mathbf R$ fill space once, without gaps or overlaps. A common further shift by $-\boldsymbol\tau$ does not change that. The integrals over these pieces add up to the integral over all space. ∎

**Lemma 2 (the transform of a spherical function).** If $v(r)$ satisfies (4), then for every vector $\mathbf q$ of length $q$

$$\int v(|\mathbf u|)e^{-i\mathbf q\cdot\mathbf u}\,d^3u=4\pi\int_0^\infty u^2v(u)\frac{\sin qu}{qu}\,du. \tag{8}$$

*Proof.* For $q>0$, use spherical coordinates with the polar axis along $\mathbf q$. This is allowed because $v$ has no preferred direction. Then $\mathbf q\cdot\mathbf u=qu\cos\theta$ and $d^3u=u^2\sin\theta\,du\,d\theta\,d\phi$. The azimuth gives $2\pi$. With $x=\cos\theta$, the polar integral is

$$\int_{-1}^{1}e^{-iqux}\,dx=\frac{e^{-iqu}-e^{iqu}}{-iqu}=\frac{-2i\sin qu}{-iqu}=\frac{2\sin qu}{qu}. \tag{9}$$

The product of $2\pi$ and 2 is the factor $4\pi$ in (8). For $q=0$ the exponential is 1 and the angles give $4\pi$ directly. The right side contains $q$ but not the direction of $\mathbf q$. ∎

## Proof of the theorem

Insert (2) into the coefficient integral (3):

$$V(\mathbf G)=\frac1\Omega\int_C\sum_{\mathbf R}\sum_s\sum_j v_s(|\mathbf r-\mathbf R-\boldsymbol\tau_{sj}|)\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r. \tag{10}$$

The sums over $s$ and $j$ are finite. The sum over $\mathbf R$ is infinite, and exchanging it with the integral needs a reason. Lemma 1, applied to $|v_s|$, gives

$$\sum_{\mathbf R}\int_C|v_s(|\mathbf r-\mathbf R-\boldsymbol\tau_{sj}|)|\,d^3r=4\pi\int_0^\infty u^2|v_s(u)|\,du, \tag{11}$$

which is finite by (4). The phase has modulus 1 and does not alter this. A sum of integrals that converges absolutely may be exchanged with the integration, so the integral can be done term by term.

In each term, write $\mathbf r=(\mathbf r-\mathbf R-\boldsymbol\tau_{sj})+\mathbf R+\boldsymbol\tau_{sj}$ in the exponent:

$$e^{-i\mathbf G\cdot\mathbf r}=e^{-i\mathbf G\cdot(\mathbf r-\mathbf R-\boldsymbol\tau_{sj})}\,e^{-i\mathbf G\cdot\boldsymbol\tau_{sj}}\,e^{-i\mathbf G\cdot\mathbf R}. \tag{12}$$

The last factor is 1 by (1). This is where the proof uses that $\mathbf G$ is a reciprocal vector. The middle factor does not depend on $\mathbf r$ or $\mathbf R$ and can be taken out. What remains has the form of Lemma 1 with $f(\mathbf u)=v_s(|\mathbf u|)e^{-i\mathbf G\cdot\mathbf u}$, so

$$V(\mathbf G)=\frac1\Omega\sum_s\sum_j e^{-i\mathbf G\cdot\boldsymbol\tau_{sj}}\int v_s(|\mathbf u|)e^{-i\mathbf G\cdot\mathbf u}\,d^3u. \tag{13}$$

By Lemma 2 the integral is $v_s(|\mathbf G|)$. It is the same for all atoms of one species, so the sum over $j$ acts on the phases alone and gives $S_s(\mathbf G)$. This is (5). ∎

## Remarks on the meaning

**Remark 1 (what depends on what).** The form factor describes one kind of atom and knows nothing of the arrangement. The structure factor describes the arrangement and knows nothing of $v_s(r)$. When atoms move in a fixed cell, only the structure factors change. The component $V(\mathbf G)$ itself in general depends on the direction of $\mathbf G$, because $S_s(\mathbf G)$ does. With a single atom per cell, placed at the origin, $S=1$ and $V(\mathbf G)$ depends on $|\mathbf G|$ alone.

**Remark 2 (the component at zero).** For $\mathbf G=0$ all phases are 1, and $S_s(0)$ is the number $N_s$ of atoms of species $s$ in the cell. Then $V(0)=\Omega^{-1}\sum_sN_s\,4\pi\int r^2v_s(r)\,dr$, the average of $V$ over the cell.

**Remark 3 (choice of origin).** If all atoms are moved by $\mathbf d$, every $S_s(\mathbf G)$ is multiplied by $e^{-i\mathbf G\cdot\mathbf d}$, and so is $V(\mathbf G)$. Its modulus does not change.

**Remark 4 (what changes without spherical shape).** Take $v(r)\,x^2/w^2$ with the Gaussian $v(r)=-v_0e^{-r^2/w^2}$. Its transform $v(q)$ is proportional to $e^{-q^2w^2/4}$, as shown in (17) below. Each factor $x$ under the integral equals $i\,\partial/\partial q_x$ acting on the transform, so $x^2$ gives $-\partial^2/\partial q_x^2$, and

$$-\frac1{w^2}\frac{\partial^2v(q)}{\partial q_x^2}=\Big(\frac12-\frac{q_x^2w^2}{4}\Big)v(q). \tag{14}$$

This depends on the direction of $\mathbf q$. With the parameters of species A in the example below and $q=1.0472$ Å$^{-1}$, the numerical transform is $-19.12$ eV Å$^3$ for $\mathbf q$ along $x$ and $-42.33$ eV Å$^3$ along $y$. For such functions the phases still factor out as in (13), but the remaining integral in general depends on the vector $\mathbf G$, not on its length alone.

**Remark 5 (scope).** The theorem concerns sums of spherical functions. The self-consistent density of a crystal is in general not a sum of spherical functions centred on the atoms, because bonding distorts the atoms. In the diamond structure, with atoms at the origin and at $(\tfrac14,\tfrac14,\tfrac14)$ of the cubic cell, $S(222)=1+e^{-3\pi i}=0$. Every such sum therefore vanishes at (222), whereas the valence density has a nonzero component there. A superposition of free-atom densities is a model of it.

## Where the assumption fails: the Coulomb tail

Condition (4) allows a singularity $1/r$ at a nucleus, since $r^2\cdot r^{-1}=r$ is integrable near zero. It forbids a $1/r$ tail at large distance, where the same $r$ makes the integral diverge. The potential of an ion has such a tail.

To see what remains of the theorem, replace $1/r$ by $e^{-\mu r}/r$ with $\mu>0$, which satisfies (4). For $q>0$ the form factor is $(4\pi/q)\int_0^\infty e^{-\mu r}\sin qr\,dr$, and

$$\int_0^\infty e^{-\mu r}\sin qr\,dr=\operatorname{Im}\frac1{\mu-iq}=\frac q{\mu^2+q^2}, \tag{15}$$

so the form factor is $4\pi/(q^2+\mu^2)$. Direct integration at $q=0$ gives $4\pi\int_0^\infty re^{-\mu r}dr=4\pi/\mu^2$, in agreement. As $\mu\to0$, the value at $q>0$ tends to $4\pi/q^2$, while the value at $q=0$ grows without bound. For $q=1.0472$ Å$^{-1}$ the limit is 11.459 Å$^2$. At $\mu=0.02$ Å$^{-1}$ the integral is 11.455 Å$^2$, while at $q=0$ it has reached about 31,416 Å$^2$.

The way the tail is switched off matters. A sharp cutoff at radius $L$ gives

$$\frac{4\pi}q\int_0^L\sin qr\,dr=\frac{4\pi}{q^2}(1-\cos qL), \tag{16}$$

which has no limit as $L$ grows. In the numerical check it is 5.73 Å$^2$ at $L=151$ Å and 22.92 Å$^2$ at 153 Å, and the same two values return at 1501 and 1503 Å.

Formula (5) can thus be used for $\mathbf G\neq0$ with $4\pi/q^2$ understood as the limit $\mu\to0$ of the exponential screening. If species $s$ has the tail $c_s/r$, with $v_s(r)-c_s/r$ satisfying (4) and the same $\mu$ used for all species, the divergent part of $V(0)$ is $(4\pi/\mu^2\Omega)\sum_sN_sc_s$. It cancels when $\sum_sN_sc_s=0$, that is, when the charges that produce the tails of the $v_s$ add to zero in the cell. A sum of positive-ion potentials without the electrons does not meet this condition, even in a neutral crystal. Whenever $\sum_sN_sc_s\neq0$, the component at $\mathbf G=0$ has no finite limit.

## Worked example

The model crystal has a cubic cell of side 6 Å, so $\Omega=216$ Å$^3$. One atom A is at the origin. Two atoms B are at the fractional positions $(\tfrac12,0,0)$ and $(0,\tfrac14,0)$. The atomic functions, with round parameters, are

$$v_A(r)=-v_{A0}\,e^{-r^2/w^2},\qquad v_B(r)=-v_{B0}\,(1+r/b)\,e^{-r/b},$$

with $v_{A0}=20$ eV, $w=1$ Å, $v_{B0}=10$ eV and $b=0.5$ Å.

**Form factor of A.** The Gaussian is a product of functions of $x$, $y$ and $z$, so its transform is a product of three integrals $I(k)=\int_{-\infty}^{\infty}e^{-x^2/w^2}\cos kx\,dx$; the sine part vanishes because it is odd. Differentiate with respect to $k$, use $xe^{-x^2/w^2}=-\frac{w^2}2\frac{d}{dx}e^{-x^2/w^2}$, and integrate by parts:

$$I'(k)=\frac{w^2}2\int_{-\infty}^{\infty}\Big(\frac d{dx}e^{-x^2/w^2}\Big)\sin kx\,dx=-\frac{w^2k}2I(k).$$

Hence $I(k)=I(0)e^{-k^2w^2/4}$, where $I(0)=\sqrt\pi\,w$ is the Gaussian integral. The product of the three factors is

$$v_A(q)=-v_{A0}\,\pi^{3/2}w^3e^{-q^2w^2/4}. \tag{17}$$

**Form factor of B.** Put $\kappa=1/b$ and $D=\kappa^2+q^2$. Equation (15) with $\mu=\kappa$ gives $\int_0^\infty e^{-\kappa r}\sin qr\,dr=q/D$. Each application of $-d/d\kappa$ brings down a factor $r$:

$$\int_0^\infty re^{-\kappa r}\sin qr\,dr=\frac{2\kappa q}{D^2},\qquad \int_0^\infty r^2e^{-\kappa r}\sin qr\,dr=-\frac{2q}{D^2}+\frac{8\kappa^2q}{D^3}.$$

The function $(1+\kappa r)e^{-\kappa r}$ needs the first integral plus $\kappa$ times the second. The terms in $D^{-2}$ cancel and $8\kappa^3q/D^3$ remains. Multiplication by $4\pi/q$ and by $-v_{B0}$, with $\kappa^3/D^3=b^3/(1+q^2b^2)^3$, gives

$$v_B(q)=-v_{B0}\,\frac{32\pi b^3}{(1+q^2b^2)^3}. \tag{18}$$

**Numbers.** The shortest nonzero reciprocal vectors have length $q=2\pi/6=1.0472$ Å$^{-1}$. With these parameters $q^2w^2/4$ and $q^2b^2$ are both 0.27416. In eV Å$^3$,

$$v_A(0)=-111.37,\quad v_A(q)=-111.37\,e^{-0.27416}=-84.66,$$

$$v_B(0)=-125.66,\quad v_B(q)=-125.66/1.27416^3=-60.75.$$

The vectors (100), (010) and (001) share these form factors. Their structure factors differ. For A, at the origin, $S_A=1$ in all cases. For B, the phase of an atom at fractional position $(x_1,x_2,x_3)$ is $e^{-2\pi i(hx_1+kx_2+lx_3)}$, so

$$S_B(100)=e^{-i\pi}+1=0,\quad S_B(010)=1+e^{-i\pi/2}=1-i,\quad S_B(001)=1+1=2.$$

Formula (5) then gives, in eV,

$$V(000)=\frac{-111.37-2(125.66)}{216}=-1.679,$$

$$V(100)=\frac{-84.66}{216}=-0.392,$$

$$V(010)=\frac{-84.66-60.75(1-i)}{216}=-0.673+0.281\,i,$$

$$V(001)=\frac{-84.66-2(60.75)}{216}=-0.954.$$

In hartree these are $-0.0617$, $-0.0144$, $-0.0247+0.0103\,i$ and $-0.0351$. At (100) the two B atoms cancel each other although their form factor is not zero. At (001) all three atoms lie in the plane $z=0$ and add in phase.

**Numerical check.** The four components agree, to all five printed decimals in eV, with cell integrals of the potential summed directly in real space. For a triclinic cell with two atoms of each species in positions without symmetry, the largest difference over 125 reciprocal vectors is $6.6\times10^{-8}$ eV. The Fourier series built from (5), with indices from $-20$ to 20 on each axis, gives $-3.4618$ eV at the point $(1,1,1)$ Å of the cubic crystal, as does the real-space sum. Convergence is slower at the site of a B atom, because $v_B(q)$ falls only as $q^{-6}$ and the phases of that atom add up there: the same truncation misses the real-space value of about $-10.20$ eV by 0.008 eV.

## Values computed for the example and the checks

```
cell side = 6.0 angstrom, volume = 216.0 angstrom^3
A: depth 20.0 eV, width w = 1.00 angstrom
B: depth 10.0 eV, width b = 0.50 angstrom
atom A at fractional position [0.0, 0.0, 0.0]
atom B at fractional position [0.5, 0.0, 0.0]
atom B at fractional position [0.0, 0.25, 0.0]
shortest |G| = 1.04720 1/angstrom
form factor A: q=0: -111.3666, q=|G|: -84.6624 eV angstrom^3
form factor B: q=0: -125.6637, q=|G|: -60.7495 eV angstrom^3
G=(0, 0, 0): S_A = 1.000 +0.000i, S_B = 2.000 +0.000i
  V(G) formula = -1.67914 +0.00000i eV
  V(G) direct  = -1.67914 +0.00000i eV
  V(G) formula = -0.061707 +0.000000i hartree
G=(1, 0, 0): S_A = 1.000 +0.000i, S_B = 0.000 +0.000i
  V(G) formula = -0.39196 +0.00000i eV
  V(G) direct  = -0.39196 +0.00000i eV
  V(G) formula = -0.014404 +0.000000i hartree
G=(0, 1, 0): S_A = 1.000 +0.000i, S_B = 1.000 -1.000i
  V(G) formula = -0.67320 +0.28125i eV
  V(G) direct  = -0.67320 +0.28125i eV
  V(G) formula = -0.024740 +0.010336i hartree
G=(0, 0, 1): S_A = 1.000 +0.000i, S_B = 2.000 +0.000i
  V(G) formula = -0.95445 +0.00000i eV
  V(G) direct  = -0.95445 +0.00000i eV
  V(G) formula = -0.035075 +0.000000i hartree
V at [1.0, 1.0, 1.0] angstrom: Fourier series -3.4618 eV, real-space sum -3.4618 eV
  series indices run from -20 to 20 on each axis
triclinic cell: 125 G vectors, largest deviation 6.6e-08 eV
3D transform of v_B, q along (1, 0, 0): -60.750 eV angstrom^3
3D transform of v_B, q along (1, 1, 1): -60.750 eV angstrom^3
3D transform of v_B, q along (1, 2, -2): -60.750 eV angstrom^3
v_A (x/w)^2: q along x -19.121, along y -42.331 eV angstrom^3
1/r tail: 4 pi/q^2 at q=|G| = 11.4592 angstrom^2
  mu=0.50 1/angstrom: q=|G| 9.3318, q=0 50.3 angstrom^2
  mu=0.10 1/angstrom: q=|G| 11.3556, q=0 1256.6 angstrom^2
  mu=0.02 1/angstrom: q=|G| 11.4550, q=0 31415.9 angstrom^2
  sharp cutoff 151.0 angstrom: 5.7296 angstrom^2
  sharp cutoff 153.0 angstrom: 22.9183 angstrom^2
  sharp cutoff 1501.0 angstrom: 5.7296 angstrom^2
  sharp cutoff 1503.0 angstrom: 22.9183 angstrom^2
```
